# Why downward funneling and the Ehrlich-Schwoebel current select a mound slope: a program that tests the result

```python
"""Slope selection on a growing mound: Ehrlich-Schwoebel current against funneling.

Result under test: on a step train with terrace width L the net uphill current
vanishes only at L* = 2 c + c^2 / ell, and the train is stable there.
  L    terrace width; slope m = 1/L in layers per lattice spacing
  ell  Ehrlich-Schwoebel length, exp(E/kT) - 1 on a lattice
  c    funneling range: atoms landing this close to the descending edge go down
  l_D  nucleation length; flanks with L < l_D carry no islands
Lengths are in lattice spacings, time in deposited layers, so the flux is 1.
Currents are mean displacements from landing to incorporation.
On each terrace x = 0 is the ascending step and x = L the descending edge.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import brentq

NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)


def chain_exit_probability(cells, edge_factor):
    """Solve the hopping chain: chance to leave over the descending edge.

    Interior hops have rate 1, the hop over the edge has rate edge_factor.
    """
    n = cells - 1
    matrix = np.zeros((n, n))
    source = np.zeros(n)
    for j in range(n):
        right_rate = edge_factor if j == n - 1 else 1.0
        matrix[j, j] = 1.0 + right_rate
        if j > 0:
            matrix[j, j - 1] = -1.0
        if j < n - 1:
            matrix[j, j + 1] = -1.0
    source[-1] = edge_factor
    return np.linalg.solve(matrix, source)


def measured_currents(L, ell, c, restore_supply=False):
    """Uphill and downhill currents and step supplies from the hopping chain.

    restore_supply=True lets funneled atoms also count in the uphill part.
    """
    cells = 80
    h = L / cells
    inner = chain_exit_probability(cells, h / (h + ell))
    grid = np.arange(1, cells) * h
    land_end = L if restore_supply else L - c
    x = 0.5 * land_end * (NODES + 1)
    w = 0.5 * land_end * WEIGHTS
    # linear continuation to the ends of the terrace
    slope = (inner[-1] - inner[0]) / (grid[-1] - grid[0])
    p = np.interp(x, grid, inner)
    p = np.where(x < grid[0], inner[0] + slope * (x - grid[0]), p)
    p = np.where(x > grid[-1], inner[-1] + slope * (x - grid[-1]), p)
    uphill = np.sum(w * (x * (1 - p) - (L - x) * p)) / L
    y = L - c + 0.5 * c * (NODES + 1)
    downhill = np.sum(0.5 * c * WEIGHTS * (L - y)) / L
    to_ascending = np.sum(w * (1 - p))
    to_descending = np.sum(w * p) + c
    return uphill, downhill, to_ascending, to_descending


def net_measured(L, ell, c):
    up, down, _, _ = measured_currents(L, ell, c)
    return up - down


def selected_width(ell, c):
    return 2 * c + c**2 / ell


def supplies(width, ell, c):
    """Atoms per unit time from terraces to ascending and descending steps."""
    landing = np.maximum(width - c, 0.0)
    ascending = landing - landing**2 / (2 * (width + ell))
    return ascending, width - ascending


def grow_mound(ell, c, top_limit, start_width, half_width=30.0,
               layers=500, dt=0.01):
    """Move all steps of half a mound; return step density in its middle third.

    A new top layer starts when the top terrace half-width reaches top_limit.
    A step that reaches the valley centre disappears. Sorting lets a step that
    catches the next one pass its surplus on, with the mass conserved.
    """
    steps = np.arange(start_width, half_width, start_width)
    total = int(round(layers / dt))
    density = np.empty(total)
    for n in range(total):
        asc, desc = supplies(np.diff(steps), ell, c)
        speed = np.zeros_like(steps)
        speed[:-1] += asc
        speed[1:] += desc
        speed[0] += steps[0]
        speed[-1] += half_width - steps[-1]
        steps = steps + dt * speed
        steps.sort()
        while steps[-1] >= half_width:
            surplus = steps[-1] - half_width
            steps = steps[:-1]
            steps[-1] += surplus
        if steps[0] >= top_limit:
            steps = np.concatenate(([0.0], steps))
        inside = (steps > half_width / 3) & (steps < 2 * half_width / 3)
        density[n] = np.count_nonzero(inside) / (half_width / 3)
    early = density[int(100 / dt):int(200 / dt)].mean()
    late = density[int(400 / dt):int(500 / dt)].mean()
    return early, late


# ---- parameters of the worked example
barrier = 0.05          # eV
temperature = 300.0     # K
c = 1.0
l_D = 30.0
kT = k_boltzmann * temperature / e_charge
ell = np.exp(barrier / kT) - 1

# ---- lattice meaning of ell: true lattice sites and Boltzmann edge factor
sites = 7
lattice_p = chain_exit_probability(sites, np.exp(-barrier / kT))
assert np.allclose(lattice_p, np.arange(1, sites) / (sites + ell), atol=1e-12)

# ---- current formulas against the hopping chain
for test_ell in (0.3, 2.0, ell, 40.0):
    for test_c in (0.5, 1.0, 1.7):
        for L in (1.9, 4.0, 13.0):
            up, down, asc, desc = measured_currents(L, test_ell, test_c)
            up_formula = test_ell * (L - test_c)**2 / (2 * L * (L + test_ell))
            net_formula = 0.5 * (test_ell
                                 - (test_ell + test_c)**2 / (L + test_ell))
            assert abs(up - up_formula) < 1e-9
            assert abs(down - test_c**2 / (2 * L)) < 1e-9
            assert abs(up - down - net_formula) < 1e-9
            assert abs(up - down - 0.5 * (asc - desc)) < 1e-9
            assert np.allclose(supplies(L, test_ell, test_c), (asc, desc),
                               atol=1e-9)
        root = brentq(net_measured, 1.001 * test_c, 200.0,
                      args=(test_ell, test_c))
        assert abs(root - selected_width(test_ell, test_c)) < 1e-6

# ---- steeper flank: uphill part falls, downhill part grows
widths = np.linspace(l_D, 1.01 * c, 60)
ups, downs = np.array([measured_currents(L, ell, c)[:2] for L in widths]).T
assert np.all(np.diff(ups) < 0) and np.all(np.diff(downs) > 0)

L_star = brentq(net_measured, 1.001 * c, l_D, args=(ell, c))
m_star = 1 / L_star
assert abs(m_star - ell / (c * (2 * ell + c))) < 1e-6

# ---- stability: numerical Jacobian of a ring of terraces
ring = 12


def width_rates(width):
    asc, desc = supplies(width, ell, c)
    return np.roll(asc, -1) + desc - asc - np.roll(desc, 1)


jacobian = np.empty((ring, ring))
for j in range(ring):
    shift = np.zeros(ring)
    shift[j] = 1e-5
    jacobian[:, j] = (width_rates(L_star + shift)
                      - width_rates(L_star - shift)) / 2e-5
growth = np.sort(np.linalg.eigvals(jacobian).real)[::-1]
nu_star = c**2 * (2 * ell + c)**2 / (2 * (ell + c)**2)
decay_formula = 2 * nu_star / L_star**2 * (1 - np.cos(2 * np.pi / ring))
assert abs(growth[0]) < 1e-7
assert abs(growth[1] + decay_formula) < 1e-6
dm = 1e-4
nu_measured = -(net_measured(1 / (m_star + dm), ell, c)
                - net_measured(1 / (m_star - dm), ell, c)) / (2 * dm)
assert abs(nu_measured - nu_star) < 1e-5

# ---- which cause does what
up_shallow, down_shallow, _, _ = measured_currents(l_D, ell, c)
down_largest = measured_currents(c * (1 + 1e-9), ell, c)[1]
assert down_largest < up_shallow      # frozen uphill current: no crossing
L_frozen_down = brentq(
    lambda L: measured_currents(L, ell, c)[0] - down_shallow, 1.001 * c, l_D)
assert L_frozen_down < L_star


def net_restored(L, this_ell):
    up, down, _, _ = measured_currents(L, this_ell, c, restore_supply=True)
    return up - down


L_restored = brentq(net_restored, c, l_D, args=(ell,))
restored_formula = (c**2 + c * np.sqrt(c**2 + 4 * ell**2)) / (2 * ell)
assert abs(L_restored - restored_formula) < 1e-6
strong = 1e4
strong_ratio = (brentq(net_measured, 1.001 * c, l_D, args=(strong, c))
                / brentq(net_restored, c, l_D, args=(strong,)))
assert abs(strong_ratio - 2) < 1e-3

# ---- smallest barrier that puts the selected slope in the island-free range
ell_min = c**2 / (l_D - 2 * c)
assert net_measured(l_D, 1.05 * ell_min, c) > 0
assert net_measured(l_D, 0.95 * ell_min, c) < 0
barrier_min = kT * np.log(1 + ell_min)

# ---- whole mounds, from both sides of the selected slope, and a control
_, from_steep = grow_mound(ell, c, top_limit=2.0, start_width=1.5)
_, from_shallow = grow_mound(ell, c, top_limit=4.0, start_width=5.0)
control_early, control_late = grow_mound(ell, 0.0, top_limit=4.0,
                                         start_width=5.0)

print(f"edge barrier: {barrier:.3f} eV; temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"Ehrlich-Schwoebel length ell: {ell:.4f} spacings")
print(f"funneling range c: {c:.1f} spacing; nucleation length: {l_D:.0f} spacings")
print("currents divided by flux, in spacings (uphill, downhill, net):")
for L in (20.0, 10.0, 5.0, 3.0, L_star, 1.5):
    up, down, _, _ = measured_currents(L, ell, c)
    net = up - down
    if abs(net) < 1e-9:
        net = 0.0
    print(f"  L = {L:7.4f} spacings: {up:.4f}, {down:.4f}, {net:.4f}")
print(f"selected terrace width L*: {L_star:.4f} spacings")
print(f"selected slope m*: {m_star:.4f} layers per spacing")
print(f"angle for step height of one spacing: "
      f"{np.degrees(np.arctan(m_star)):.2f} degrees")
print(f"strong-barrier limit of slope: {1 / (2 * c):.4f} layers per spacing")
print(f"relaxation coefficient nu*: {nu_star:.4f} spacings^2 per layer time")
print(f"slowest decay rate, ring of {ring} terraces: "
      f"{-growth[1]:.4f} per layer time")
print(f"uphill current/flux frozen at L = l_D: {up_shallow:.4f} spacings")
print(f"largest downhill current/flux (L = c): {down_largest:.4f} spacings")
print(f"downhill current/flux frozen at L = l_D: {down_shallow:.4f} spacings")
print(f"balance width with frozen downhill current: {L_frozen_down:.4f} spacings")
print(f"balance width with lost supply restored: {L_restored:.4f} spacings")
print(f"strong-barrier ratio of true to restored width: {strong_ratio:.4f}")
print(f"smallest ell for L* < l_D: {ell_min:.4f} spacings")
print(f"smallest barrier for L* < l_D: {1000 * barrier_min:.3f} meV")
print("temperature dependence (ell, L* in spacings; m* in layers per spacing):")
for T in (200.0, 300.0, 400.0, 600.0):
    ell_T = np.exp(barrier * e_charge / (k_boltzmann * T)) - 1
    L_T = brentq(net_measured, 1.001 * c, l_D, args=(ell_T, c))
    print(f"  T = {T:.0f} K: {ell_T:.4f}, {L_T:.4f}, {1 / L_T:.4f}")
print("mound simulation, half-width 30 spacings, mean over layers 400 to 500:")
print(f"  start L = 1.5, top limit 2: slope {from_steep:.4f} layers per spacing")
print(f"  start L = 5.0, top limit 4: slope {from_shallow:.4f} layers per spacing")
print("control without funneling, start L = 5.0, top limit 4:")
print(f"  layers 100 to 200: slope {control_early:.4f} layers per spacing")
print(f"  layers 400 to 500: slope {control_late:.4f} layers per spacing")

# time stepping and counting whole steps limit the simulated slope to percents
assert abs(from_steep / m_star - 1) < 0.02
assert abs(from_shallow / m_star - 1) < 0.02
assert control_late > 1.2 * control_early
assert control_late > 1.5 * m_star

print("finished without a failed check")
```

Output:

```
edge barrier: 0.050 eV; temperature: 300 K
thermal energy kT: 0.02585 eV
Ehrlich-Schwoebel length ell: 5.9177 spacings
funneling range c: 1.0 spacing; nucleation length: 30 spacings
currents divided by flux, in spacings (uphill, downhill, net):
  L = 20.0000 spacings: 2.0607, 0.0250, 2.0357
  L = 10.0000 spacings: 1.5057, 0.0500, 1.4557
  L =  5.0000 spacings: 0.8672, 0.1000, 0.7672
  L =  3.0000 spacings: 0.4424, 0.1667, 0.2757
  L =  2.1690 spacings: 0.2305, 0.2305, 0.0000
  L =  1.5000 spacings: 0.0665, 0.3333, -0.2669
selected terrace width L*: 2.1690 spacings
selected slope m*: 0.4610 layers per spacing
angle for step height of one spacing: 24.75 degrees
strong-barrier limit of slope: 0.5000 layers per spacing
relaxation coefficient nu*: 1.7213 spacings^2 per layer time
slowest decay rate, ring of 12 terraces: 0.0980 per layer time
uphill current/flux frozen at L = l_D: 2.3094 spacings
largest downhill current/flux (L = c): 0.5000 spacings
downhill current/flux frozen at L = l_D: 0.0167 spacings
balance width with frozen downhill current: 1.2216 spacings
balance width with lost supply restored: 1.0881 spacings
strong-barrier ratio of true to restored width: 2.0000
smallest ell for L* < l_D: 0.0357 spacings
smallest barrier for L* < l_D: 0.907 meV
temperature dependence (ell, L* in spacings; m* in layers per spacing):
  T = 200 K: 17.1947, 2.0582, 0.4859
  T = 300 K: 5.9177, 2.1690, 0.4610
  T = 400 K: 3.2655, 2.3062, 0.4336
  T = 600 K: 1.6302, 2.6134, 0.3826
mound simulation, half-width 30 spacings, mean over layers 400 to 500:
  start L = 1.5, top limit 2: slope 0.4544 layers per spacing
  start L = 5.0, top limit 4: slope 0.4550 layers per spacing
control without funneling, start L = 5.0, top limit 4:
  layers 100 to 200: slope 0.9778 layers per spacing
  layers 400 to 500: slope 1.7702 layers per spacing
finished without a failed check
```
